# Watson integrals and the ordering temperature of the classical cubic ferromagnet: a program that tests the result

```python
"""Watson integrals and ordering temperatures of classical cubic magnets.

Model: H = -J sum over nearest-neighbour pairs (each once) of S_i.S_j, |S_i| = 1.
Results under test, with z neighbours and W = zone average of 1/(1 - gamma_q):
  W = 1.516 (sc), 1.393 (bcc), 1.345 (fcc), reduced to single integrals over
  an arithmetic-geometric mean (AGM);
  mean field k Tc = z J / 3;  classical RPA k Tc = z J / (3 W);
  for sc the Monte Carlo value 1.443 J lies between the two.
All temperatures are k T in units of J. L is the edge of a periodic sc lattice.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma

STATED_W = {"sc": 1.516, "bcc": 1.393, "fcc": 1.345}
STATED_MC = 1.443          # reference value given in the exercise
NEIGHBOURS = {"sc": 6, "bcc": 8, "fcc": 12}


def agm(a, b):
    while abs(a - b) > 1e-14 * a:
        a, b = 0.5 * (a + b), np.sqrt(a * b)
    return a


def structure_factor(lattice, cx, cy, cz):
    if lattice == "sc":
        return (cx + cy + cz) / 3
    if lattice == "bcc":
        return cx * cy * cz
    return (cx * cy + cy * cz + cz * cx) / 3


def zone_sum(lattice, points):
    """Midpoint average of 1/(1-gamma) over the cube [0, pi]^3."""
    c = np.cos((np.arange(points) + 0.5) * np.pi / points)
    g = structure_factor(lattice, c[:, None, None], c[None, :, None], c)
    return np.mean(1 / (1 - g))


def sc_integrand(x):
    b = 3 - np.cos(x)
    b_minus_2 = 2 * np.sin(x / 2) ** 2
    return 3 / agm(b, np.sqrt(b_minus_2 * (b + 2)))


INTEGRANDS = {
    "sc": sc_integrand,
    "bcc": lambda x: 1 / agm(1.0, np.sin(x)),
    "fcc": lambda x: 0.75 / agm(1.0, 0.5 * np.sin(x)),
}


def langevin(x):
    return 1 / np.tanh(x) - 1 / x


def simulate(L, temperatures, replicas, warmup, measured, rng):
    """Heat bath plus two over-relaxation sweeps per step, all copies at once.
    Returns squared magnetization and bond correlation [step, T, replica]."""
    x, y, z = np.indices((L, L, L)).reshape(3, -1)

    def site(a, b, c):
        return ((a % L) * L + b % L) * L + c % L

    near = [site(x + 1, y, z), site(x - 1, y, z), site(x, y + 1, z),
            site(x, y - 1, z), site(x, y, z + 1), site(x, y, z - 1)]
    halves = [np.flatnonzero((x + y + z) % 2 == p) for p in (0, 1)]
    near_half = [[n[h] for n in near] for h in halves]
    beta = np.repeat(1 / np.asarray(temperatures, float), replicas)
    spin = np.zeros((L**3, 3, beta.size))
    spin[:, 2] = 1.0

    def dot(a, b):
        return np.einsum("ncb,ncb->nb", a, b)

    m2, bond = [], []
    for step in range(warmup + measured):
        for move in ("heat bath", "reflect", "reflect"):
            for half, neighbours in zip(halves, near_half):
                field = spin[neighbours[0]]
                for n in neighbours[1:]:
                    field += spin[n]
                square = dot(field, field)
                if move == "reflect":
                    old = spin[half]
                    factor = 2 * dot(old, field) / square
                    spin[half] = factor[:, None] * field - old
                    continue
                size = np.sqrt(square)
                axis = field / size[:, None]
                k = beta * size
                u = rng.random(k.shape)
                c = 1 + np.log(u + (1 - u) * np.exp(-2 * k)) / k
                c = np.clip(c, -1, 1)
                side = rng.standard_normal(field.shape)
                side -= dot(side, axis)[:, None] * axis
                side *= np.sqrt((1 - c * c) / dot(side, side))[:, None]
                spin[half] = c[:, None] * axis + side
        if step >= warmup:
            m = spin.mean(axis=0)
            m2.append((m * m).sum(axis=0))
            # every bond joins the two halves, so this counts each bond once
            bond.append(dot(spin[halves[1]], field).sum(axis=0) / (3 * L**3))
    shape = (measured, len(temperatures), replicas)
    return np.array(m2).reshape(shape), np.array(bond).reshape(shape)


def binder(m2):
    return 1 - (m2**2).mean(axis=(0, 2)) / (3 * m2.mean(axis=(0, 2)) ** 2)


# AGM theorem against direct quadrature
a_test, b_test = 0.7, 2.3
direct = quad(lambda t: 1 / np.sqrt((t * t + a_test**2) * (t * t + b_test**2)),
              0, np.inf)[0]
assert abs(direct - np.pi / (2 * agm(a_test, b_test))) < 1e-7

# Watson integrals: single integral against the three-dimensional definition
W = {}
print("Watson integrals (dimensionless)")
for name in ("sc", "bcc", "fcc"):
    left = quad(INTEGRANDS[name], 0, np.pi / 2, limit=200)[0]
    right = quad(INTEGRANDS[name], np.pi / 2, np.pi, limit=200)[0]
    W[name] = (left + right) / np.pi
    coarse, fine = zone_sum(name, 50), zone_sum(name, 100)
    extrapolated = 2 * fine - coarse    # leading mesh error is 1/points
    assert abs(W[name] - extrapolated) < 1e-4
    assert abs(W[name] - STATED_W[name]) < 5.1e-4
    print(f"{name}: W by AGM integral = {W[name]:.6f}")
    print(f"{name}: zone sums 50^3, 100^3 = {coarse:.5f}, {fine:.5f};"
          f" extrapolated {extrapolated:.5f}")
bcc_closed = gamma(0.25) ** 4 / (4 * np.pi**3)
assert abs(bcc_closed - W["bcc"]) < 1e-7
print(f"bcc: W from Gamma(1/4)^4/(4 pi^3) = {bcc_closed:.6f}")

# Mean-field and RPA temperatures
mean_field = {n: NEIGHBOURS[n] / 3 for n in W}
rpa = {n: NEIGHBOURS[n] / (3 * W[n]) for n in W}
for name in W:
    small_m = 0.01
    argument = brentq(lambda v: langevin(v) - small_m, 1e-3, 1.0)
    onset = NEIGHBOURS[name] * small_m / argument
    assert abs(onset - mean_field[name]) < 1e-3
    print(f"{name}: kTc/J mean field = {mean_field[name]:.4f},"
          f" RPA = {rpa[name]:.4f}")
assert abs(rpa["sc"] - 1.32) < 0.005

rng = np.random.default_rng(20)

# Sampler against the high-temperature expansion of the bond correlation:
# single bond plus elementary plaquettes; omitted terms are about 4e-4 here
K = 0.3
_, hot_bond = simulate(6, [1 / K], 30, 20, 200, rng)
u_K = langevin(K)
du_K = 1 / K**2 - 1 / np.sinh(K) ** 2
series = u_K + 12 * u_K**3 * du_K
assert abs(hot_bond.mean() - series) < 0.002
print(f"bond correlation at J/kT = {K}: simulated {hot_bond.mean():.4f},"
      f" series {series:.4f}")

# RPA transverse fluctuations against simulated spins at low temperature:
# 1 - m = (kT/J0) * average over nonzero q of 1/(1-gamma), on the same lattice;
# relative corrections are of order kT/(3J), below 2 percent
T_cold, L_cold = 0.05, 6
q = np.cos(2 * np.pi * np.arange(L_cold) / L_cold)
g = structure_factor("sc", q[:, None, None], q[None, :, None], q).ravel()
finite_W = np.sum(1 / (1 - g[1:])) / L_cold**3
cold_m2, _ = simulate(L_cold, [T_cold], 30, 100, 300, rng)
loss = 1 - np.sqrt(cold_m2).mean()
predicted_loss = T_cold * finite_W / 6
assert abs(loss / predicted_loss - 1) < 0.04
print(f"1-m at kT/J = {T_cold}, L = {L_cold}: simulated {loss:.5f},"
      f" RPA fluctuations {predicted_loss:.5f}")

# Ordering temperature from the crossing of Binder cumulants
temperatures = np.array([1.36, 1.40, 1.44, 1.48, 1.52])
replicas = 6
m2_small, _ = simulate(6, temperatures, replicas, 200, 1500, rng)
m2_large, bond_large = simulate(12, temperatures, replicas, 100, 500, rng)


def crossing(keep):
    difference = binder(m2_large[:, :, keep]) - binder(m2_small[:, :, keep])
    fit = np.polyfit(temperatures - 1.44, difference, 2)
    low, high = temperatures[0] - 1.44, temperatures[-1] - 1.44
    assert np.polyval(fit, low) > 0 > np.polyval(fit, high)
    return 1.44 + brentq(lambda t: np.polyval(fit, t), low, high)


everything = np.arange(replicas)
T_cross = crossing(everything)
jack = np.array([crossing(np.delete(everything, r)) for r in everything])
T_error = np.sqrt((replicas - 1) * np.mean((jack - jack.mean()) ** 2))
print("Binder cumulants, sc (dimensionless)")
for T, small, large in zip(temperatures, binder(m2_small), binder(m2_large)):
    print(f"kT/J = {T:.2f}: U(L=6) = {small:.4f}, U(L=12) = {large:.4f}")
print(f"crossing kT/J = {T_cross:.3f}, statistical error {T_error:.3f}")
print(f"Monte Carlo reference given in exercise, kTc/J = {STATED_MC}")
# tolerance covers statistics and finite-size shift of the crossing
assert abs(T_cross - STATED_MC) < 0.02
assert rpa["sc"] + 5 * T_error < T_cross < mean_field["sc"] - 5 * T_error

# Why RPA is low: its fluctuation form demands too large a bond deficit
middle = 2
bond_correlation = bond_large[:, middle].mean()
deficit = 1 - bond_correlation
rpa_deficit = 3 * temperatures[middle] / 6
assert bond_correlation > 0.2
assert deficit < rpa_deficit - 0.02
print(f"neighbour correlation at kT/J = {temperatures[middle]:.2f}, L = 12:"
      f" {bond_correlation:.4f}")
print(f"1 - correlation: simulated {deficit:.4f}, RPA form {rpa_deficit:.4f}")
print(f"RPA spin-length sum at kT/J = {STATED_MC} (must be 1):"
      f" {3 * STATED_MC * W['sc'] / 6:.4f}")
print(f"mean field relative to reference:"
      f" {100 * (mean_field['sc'] / STATED_MC - 1):+.1f} %")
print(f"RPA relative to reference: {100 * (rpa['sc'] / STATED_MC - 1):+.1f} %")
print("all good")
```

It prints:

```
Watson integrals (dimensionless)
sc: W by AGM integral = 1.516386
sc: zone sums 50^3, 100^3 = 1.50804, 1.51221; extrapolated 1.51639
bcc: W by AGM integral = 1.393204
bcc: zone sums 50^3, 100^3 = 1.38208, 1.38764; extrapolated 1.39320
fcc: W by AGM integral = 1.344661
fcc: zone sums 50^3, 100^3 = 1.33632, 1.34049; extrapolated 1.34466
bcc: W from Gamma(1/4)^4/(4 pi^3) = 1.393204
sc: kTc/J mean field = 2.0000, RPA = 1.3189
bcc: kTc/J mean field = 2.6667, RPA = 1.9141
fcc: kTc/J mean field = 4.0000, RPA = 2.9747
bond correlation at J/kT = 0.3: simulated 0.1041, series 0.1033
1-m at kT/J = 0.05, L = 6: simulated 0.01086, RPA fluctuations 0.01077
Binder cumulants, sc (dimensionless)
kT/J = 1.36: U(L=6) = 0.6477, U(L=12) = 0.6585
kT/J = 1.40: U(L=6) = 0.6379, U(L=12) = 0.6486
kT/J = 1.44: U(L=6) = 0.6263, U(L=12) = 0.6273
kT/J = 1.48: U(L=6) = 0.6079, U(L=12) = 0.5816
kT/J = 1.52: U(L=6) = 0.5889, U(L=12) = 0.5224
crossing kT/J = 1.440, statistical error 0.003
Monte Carlo reference given in exercise, kTc/J = 1.443
neighbour correlation at kT/J = 1.44, L = 12: 0.3443
1 - correlation: simulated 0.6557, RPA form 0.7200
RPA spin-length sum at kT/J = 1.443 (must be 1): 1.0941
mean field relative to reference: +38.6 %
RPA relative to reference: -8.6 %
all good
```
